**Maxwell factor and phonon residual for a perforated film**

For a film with area fraction $\phi$ of insulating circular through-holes, the diffusive conductivity is $Fk_f$ with $F=(1-\phi)/(1+\phi)$, and a measured value $k_m$ defines the residual $S=k_m/(Fk_f)$, where $k_f$ belongs to the unpatterned film. The program derives $F$ by symbolic matching and asserts that a numerical solution of Laplace's equation on a square lattice agrees within 0.5 percent at $\phi=0.30$. It also follows phonons by random flights between diffuse hole walls, and asserts that $1/S$ extrapolates to 1 within 0.05 for short mean free paths and that $S$ falls from 50 to 200 to 800 nm. For a solid film with diffuse faces, the flights must match the Fuchs–Sondheimer integral within 4 percent. The output gives $F=0.538$ and $S=0.743$ for the illustrative readings of 60 and 24 W/(m K). The simulated $S$ at a mean free path of 200 nm is 0.680, so the chosen reading shows less additional loss than this diffuse-wall model. The remaining lines size the effects of measurement errors, a dead rim, air in the holes, film faces and a spread of mean free paths.

## Verification by program

```python
"""Result under test: a film with area fraction phi of insulating round
through-holes has k_diffusive = F*k_film, F = (1-phi)/(1+phi), and a reading
k_measured defines S = k_measured/(F*k_film), the residual factor that equals
the effect of hole-boundary scattering if the remaining solid is undamaged.
k: thermal conductivity, W/(m K); lengths in nm; mfp: phonon mean free path.
Random flights use unit speed, so elapsed time equals path length.
"""
import numpy as np
import sympy as sp
from scipy.integrate import quad
from scipy.optimize import brentq

# Chosen round inputs in the rough regime of thin silicon films near 300 K
phi = 0.30
pitch = 500.0
thickness = 150.0
k_film = 60.0
k_measured = 24.0
film_mfp = 200.0
temperature = 300.0


def maxwell(fraction):
    return (1 - fraction) / (1 + fraction)


radius = pitch * np.sqrt(phi / np.pi)
diameter = 2 * radius
neck = pitch - diameter
F = maxwell(phi)
k_diffusive = F * k_film
S = k_measured / k_diffusive

# Symbolic matching of temperature and flux at the rim of a unit disc
ks, ke, fraction = sp.symbols("ks ke fraction", positive=True)
inside, dipole = sp.symbols("inside dipole")
matched = sp.solve([1 + dipole - inside,
                    ks * (1 - dipole) - ke * inside],
                   [inside, dipole], dict=True)[0]
disc_dipole = sp.simplify(matched[dipole])
assert sp.simplify(disc_dipole - (ks - ke) / (ks + ke)) == 0
assert sp.simplify(disc_dipole.subs(ke, 0) - 1) == 0
equivalent = sp.solve(sp.Eq(disc_dipole, fraction), ke)[0]
assert sp.simplify(equivalent / ks - (1 - fraction) / (1 + fraction)) == 0


def square_lattice(area_fraction, terms):
    """Conductivity ratio from Laplace's equation in a unit square cell.

    Every basis function has zero normal flux on the hole wall; the outer
    cell conditions are imposed by least squares.
    """
    hole = np.sqrt(area_fraction / np.pi)
    nodes, weights = np.polynomial.legendre.leggauss(80)
    side = 0.25 * (nodes + 1)
    weights = 0.25 * weights
    orders = np.arange(1, 2 * terms, 2)
    scale = np.sqrt(0.5) ** orders

    def basis(points):
        z = points[:, None]
        value = (z ** orders + hole ** (2 * orders) / z ** orders) / scale
        slope = orders * (z ** (orders - 1)
                          - hole ** (2 * orders) / z ** (orders + 1)) / scale
        return value, slope

    right_value, right_slope = basis(0.5 + 1j * side)
    _, top_slope = basis(side + 0.5j)
    matrix = np.vstack([right_value.real, -top_slope.imag])
    target = np.concatenate([np.full(side.size, 0.5), np.zeros(side.size)])
    coefficients = np.linalg.lstsq(matrix, target, rcond=None)[0]
    return 2 * weights @ (right_slope.real @ coefficients)


lattice = square_lattice(phi, 18)
lattice_shift = abs(lattice - square_lattice(phi, 12))
lattice_dense = square_lattice(0.60, 18)
assert lattice_shift < 5e-4
assert abs(lattice / F - 1) < 0.005
assert abs(square_lattice(0.05, 18) - maxwell(0.05)) < 1e-4
assert abs(lattice_dense / maxwell(0.60) - 1) > abs(lattice / F - 1)
assert lattice < 1 - phi - 0.1

rng = np.random.default_rng(12345)


def random_flights(mfp, hole_radius, film_thickness=None,
                   walkers=12000, segments=6):
    """Return in-plane diffusivity / (mfp/3) and its standard error.

    Hole walls and, if a thickness is given, film faces reflect diffusely.
    The late-time slope of the mean-square displacement is used.
    """
    half = pitch / 2
    points = rng.uniform(-half, half, (4 * walkers, 2))
    points = points[np.hypot(points[:, 0], points[:, 1]) > hole_radius]
    x, y = points[:walkers].T.copy()
    z = np.zeros(walkers)
    if film_thickness is not None:
        z = rng.uniform(0, film_thickness, walkers)

    def isotropic(count):
        vertical = rng.uniform(-1, 1, count)
        angle = rng.uniform(0, 2 * np.pi, count)
        planar = np.sqrt(1 - vertical ** 2)
        return planar * np.cos(angle), planar * np.sin(angle), vertical

    def cosine_law(count):
        normal = np.sqrt(1 - rng.random(count))
        angle = rng.uniform(0, 2 * np.pi, count)
        tangent = np.sqrt(1 - normal ** 2)
        return normal, tangent * np.cos(angle), tangent * np.sin(angle)

    ux, uy, uz = isotropic(walkers)
    duration = 0.4 * pitch ** 2 / mfp + 5 * mfp
    moves = np.zeros((segments, 2, walkers))
    distance = np.full((6, walkers), np.inf)
    for segment in range(segments):
        left = np.full(walkers, duration)
        while left.max() > 0:
            distance[0] = rng.exponential(mfp, walkers)
            if hole_radius > 0:
                a = ux * ux + uy * uy
                b = x * ux + y * uy
                c = x * x + y * y - hole_radius ** 2
                disc = b * b - a * c
                hits = (b < 0) & (disc > 0)
                root = np.sqrt(np.maximum(disc, 0))
                distance[1] = np.where(
                    hits, np.maximum((-b - root) / a, 0), np.inf)
            distance[2] = (half - x * np.sign(ux)) / np.abs(ux)
            distance[3] = (half - y * np.sign(uy)) / np.abs(uy)
            if film_thickness is not None:
                distance[4] = (film_thickness * (uz > 0) - z) / uz
            distance[5] = left
            event = distance.argmin(axis=0)
            step = distance.min(axis=0)
            dx, dy = step * ux, step * uy
            x += dx
            y += dy
            z += step * uz
            moves[segment, 0] += dx
            moves[segment, 1] += dy
            left -= step
            i = np.flatnonzero(event == 0)
            ux[i], uy[i], uz[i] = isotropic(i.size)
            i = np.flatnonzero(event == 1)
            if i.size:
                nx, ny = x[i] / hole_radius, y[i] / hole_radius
                normal, along, vertical = cosine_law(i.size)
                ux[i] = normal * nx - along * ny
                uy[i] = normal * ny + along * nx
                uz[i] = vertical
            i = np.flatnonzero(event == 2)
            x[i] -= pitch * np.sign(ux[i])
            i = np.flatnonzero(event == 3)
            y[i] -= pitch * np.sign(uy[i])
            i = np.flatnonzero(event == 4)
            if i.size:
                normal, first, second = cosine_law(i.size)
                uz[i] = -np.sign(uz[i]) * normal
                ux[i], uy[i] = first, second
    square = (moves ** 2).sum(axis=1).mean(axis=0)
    cross = (moves[1:] * moves[:-1]).sum(axis=1).mean(axis=0)
    sample = (square + 2 * cross) / (4 * duration) / (mfp / 3)
    return sample.mean(), sample.std(ddof=1) / np.sqrt(walkers)


simulated = {}
for mfp in (25.0, 50.0, 200.0, 800.0):
    ratio, error = random_flights(mfp, radius)
    simulated[mfp] = ((1 - phi) * ratio / F, (1 - phi) * error / F)
short_limit = 2 / simulated[25.0][0] - 1 / simulated[50.0][0]
# Tolerance is about three standard errors of the extrapolated value
assert abs(short_limit - 1) < 0.05
assert simulated[50.0][0] > simulated[200.0][0] > simulated[800.0][0]
assert simulated[200.0][0] < 0.95


def solid_film_ratio(intrinsic_mfp):
    """Fuchs-Sondheimer conductivity ratio for fully diffuse faces."""
    delta = thickness / intrinsic_mfp
    integral = quad(lambda m: (m - m ** 3) * (1 - np.exp(-delta / m)),
                    0, 1)[0]
    return 1 - 1.5 * integral / delta


intrinsic_mfp = brentq(
    lambda value: value * solid_film_ratio(value) - film_mfp, 201, 5000)
face_ratio = solid_film_ratio(intrinsic_mfp)
solid_ratio, solid_error = random_flights(intrinsic_mfp, 0.0, thickness)
holed_ratio, holed_error = random_flights(intrinsic_mfp, radius, thickness)
assert abs(solid_ratio / face_ratio - 1) < 0.04
S_faces = (1 - phi) * holed_ratio / solid_ratio / F
S_faces_error = S_faces * np.hypot(solid_error / solid_ratio,
                                   holed_error / holed_ratio)
assert S_faces < 0.95
k_bulk_implied = k_film / face_ratio

# Order of removal changes the differences but not the two factors
loss_diffusive_first = k_film - k_diffusive
loss_scatter_second = k_diffusive - k_measured
loss_scatter_first = k_film * (1 - S)
loss_diffusive_second = k_film * S * (1 - F)
log_share = np.log(F) / np.log(k_measured / k_film)
effective_mfp = S * film_mfp
extra_length = 1 / (1 / effective_mfp - 1 / film_mfp)
assert abs(extra_length - film_mfp * S / (1 - S)) < 1e-9

# Sizes of neglected effects
k_air = 0.026                                  # rough room-temperature value
contrast = (k_film - k_air) / (k_film + k_air)
air_change = maxwell(phi * contrast) / F - 1


def residual_for_diameter(value):
    area_fraction = np.pi * value ** 2 / (4 * pitch ** 2)
    return k_measured / k_film / maxwell(area_fraction)


S_small = residual_for_diameter(diameter - 5)
S_large = residual_for_diameter(diameter + 5)
S_rim = residual_for_diameter(diameter + 20)
temperature_change = 1 - temperature / (temperature + 10)
reading_error = np.hypot(0.05, 0.05)
S_spectrum = (simulated[50.0][0] + simulated[800.0][0]) / 2

print(f"Hole area fraction: {phi:.2f}")
print(f"Hole pitch: {pitch:.0f} nm")
print(f"Film thickness: {thickness:.0f} nm")
print(f"Temperature: {temperature:.0f} K")
print(f"Unpatterned film k: {k_film:.1f} W/(m K)")
print(f"Illustrative patterned k: {k_measured:.1f} W/(m K)")
print(f"Hole diameter: {diameter:.1f} nm")
print(f"Neck between holes: {neck:.1f} nm")
print(f"Missing-area factor: {1 - phi:.4f}")
print(f"Detour factor: {1 / (1 + phi):.4f}")
print(f"Maxwell factor F: {F:.4f}")
print(f"Diffusive k: {k_diffusive:.2f} W/(m K)")
print(f"Total ratio: {k_measured / k_film:.4f}")
print(f"Residual factor S: {S:.4f}")
print(f"k of remaining solid: {S * k_film:.2f} W/(m K)")
print(f"Loss, diffusion first: {loss_diffusive_first:.2f} W/(m K)")
print(f"  then scattering: {loss_scatter_second:.2f} W/(m K)")
print(f"Loss, scattering first: {loss_scatter_first:.2f} W/(m K)")
print(f"  then diffusion: {loss_diffusive_second:.2f} W/(m K)")
print(f"ln F: {np.log(F):.4f}; ln S: {np.log(S):.4f}")
print(f"Diffusive share of log loss: {100 * log_share:.1f} %")
print(f"Chosen film mean free path: {film_mfp:.0f} nm")
print(f"Effective mean free path: {effective_mfp:.1f} nm")
print(f"Extra scattering length: {extra_length:.0f} nm")
print(f"Square-lattice factor: {lattice:.5f}")
print(f"Lattice convergence shift (12 to 18 terms): {lattice_shift:.1e}")
print(f"Lattice / Maxwell - 1: {100 * (lattice / F - 1):.2f} %")
print(f"At fraction 0.60, Maxwell: {maxwell(0.60):.4f}")
print(f"At fraction 0.60, lattice: {lattice_dense:.4f}")
for mfp, (value, error) in simulated.items():
    print(f"Simulated S, mfp {mfp:.0f} nm: {value:.3f} +/- {error:.3f}")
print(f"Short-mfp limit of 1/S: {short_limit:.3f}")
print(f"Intrinsic mfp for film faces: {intrinsic_mfp:.0f} nm")
print(f"Solid film/bulk, integral: {face_ratio:.3f}")
print(f"Solid film/bulk, flights: {solid_ratio:.3f} +/- {solid_error:.3f}")
print(f"Implied bulk k: {k_bulk_implied:.0f} W/(m K)")
print(f"S with explicit faces: {S_faces:.3f} +/- {S_faces_error:.3f}")
print(f"False S from bulk reference: {S * face_ratio:.3f}")
print(f"Air in holes changes F by: {100 * air_change:.3f} %")
print(f"S if diameter is 5 nm smaller: {S_small:.3f}")
print(f"S if diameter is 5 nm larger: {S_large:.3f}")
print(f"S after allowing a 10 nm dead rim: {S_rim:.3f}")
print(f"k change for 10 K, rough 1/T law: {100 * temperature_change:.1f} %")
print(f"S error from two 5 % errors: {100 * reading_error:.1f} %")
print(f"S, equal heat at mfp 50 and 800 nm: {S_spectrum:.3f}")
print("PASS")
```

Output:

```
Hole area fraction: 0.30
Hole pitch: 500 nm
Film thickness: 150 nm
Temperature: 300 K
Unpatterned film k: 60.0 W/(m K)
Illustrative patterned k: 24.0 W/(m K)
Hole diameter: 309.0 nm
Neck between holes: 191.0 nm
Missing-area factor: 0.7000
Detour factor: 0.7692
Maxwell factor F: 0.5385
Diffusive k: 32.31 W/(m K)
Total ratio: 0.4000
Residual factor S: 0.7429
k of remaining solid: 44.57 W/(m K)
Loss, diffusion first: 27.69 W/(m K)
  then scattering: 8.31 W/(m K)
Loss, scattering first: 15.43 W/(m K)
  then diffusion: 20.57 W/(m K)
ln F: -0.6190; ln S: -0.2973
Diffusive share of log loss: 67.6 %
Chosen film mean free path: 200 nm
Effective mean free path: 148.6 nm
Extra scattering length: 578 nm
Square-lattice factor: 0.53758
Lattice convergence shift (12 to 18 terms): 7.9e-08
Lattice / Maxwell - 1: -0.16 %
At fraction 0.60, Maxwell: 0.2500
At fraction 0.60, lattice: 0.2303
Simulated S, mfp 25 nm: 0.957 +/- 0.007
Simulated S, mfp 50 nm: 0.917 +/- 0.007
Simulated S, mfp 200 nm: 0.680 +/- 0.005
Simulated S, mfp 800 nm: 0.340 +/- 0.002
Short-mfp limit of 1/S: 0.999
Intrinsic mfp for film faces: 486 nm
Solid film/bulk, integral: 0.412
Solid film/bulk, flights: 0.412 +/- 0.003
Implied bulk k: 146 W/(m K)
S with explicit faces: 0.655 +/- 0.006
False S from bulk reference: 0.306
Air in holes changes F by: 0.057 %
S if diameter is 5 nm smaller: 0.727
S if diameter is 5 nm larger: 0.759
S after allowing a 10 nm dead rim: 0.812
k change for 10 K, rough 1/T law: 3.2 %
S error from two 5 % errors: 7.1 %
S, equal heat at mfp 50 and 800 nm: 0.628
PASS
```
